**Field dependence of the NMR signal-to-noise ratio with coil and sample noise**

For a fixed coil and sample, the signal-to-noise ratio grows as \(B_0^{7/4}\) when the coil resistance \(R_c\) dominates and as \(B_0\) when the sample-induced resistance \(R_s\) dominates; in between, the local exponent is \(7/4-\tfrac34R_s/(R_c+R_s)\). The program asserts reciprocity by integrating a dipole's field over the coil disc, and it compares the magnetization formula with Boltzmann sums. It asserts that noise of spectral density \(4kTR\), with \(R\) depending on frequency, gives a resonator's capacitor its equipartition energy. It integrates the ohmic loss in a straight round wire (the bending of the loop is not tested) and in a conducting sphere, and asserts that both approach the derived resistances within stated tolerances. The exponents are then obtained by numerical differentiation of a ratio built from these integrated losses, with the signal still computed from the unperturbed coil field. At 10 T this gives 1.751 for coil noise alone, 0.994 for sample noise alone and 1.391 for both, against 1.394 from the formula; since the signal's correction of the same order \((ks)^2\) is left out, these small departures are not the full correction. The crossover field is 10.70 T from the formula and 10.68 T from the integrated losses.

## Check in Python

```python
"""
Result under test: the NMR signal-to-noise ratio (SNR) of a fixed coil and sample
    SNR = w*M0*V*b1 / sqrt(4*k*T*(Rc + Rs)*df),   w = gamma*B0,
grows as B0^(7/4) when coil resistance Rc dominates, as B0 when the resistance Rs
induced by the conducting sample dominates, and has the local exponent
    7/4 - (3/4)*Rs/(Rc + Rs) in between.
Symbols: M0 equilibrium magnetization, V sample volume, b1 coil field per ampere,
df bandwidth.  SNR = initial EMF amplitude / rms noise voltage.  SI units.
Geometry: circular loop with its axis along x, static field B0 along z,
spherical sample at the loop centre.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import jv, spherical_jn

mu0 = const.mu_0
kB = const.k
hbar = const.hbar
pi = np.pi

# Chosen model parameters
gamma = 2 * pi * 40e6        # rad/(s T)
spin = 0.5
density = 6e25               # spins per m^3
temperature = 300.0          # K
loop_radius = 5e-3           # m
wire_radius = 0.5e-3         # m
resistivity = 2e-8           # ohm m
sample_radius = 3e-3         # m
conductivity = 5.0           # S/m
rel_permittivity = 50.0
bandwidth = 1e4              # Hz

volume = 4 * pi * sample_radius**3 / 3
b1 = mu0 / (2 * loop_radius)


def gauss(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


# ---------- derived formulas ----------
def skin_depth(w):
    return np.sqrt(2 * resistivity / (mu0 * w))


def coil_resistance(w):
    return resistivity * loop_radius / (wire_radius * skin_depth(w))


def sample_resistance(w):
    return 2 * pi * conductivity * w**2 * b1**2 * sample_radius**5 / 15


def curie_magnetization(field, I=spin):
    return (density * (gamma * hbar)**2 * I * (I + 1) * field
            / (3 * kB * temperature))


def emf_amplitude(field):
    return gamma * field * curie_magnetization(field) * volume * b1


def noise_voltage(resistance):
    return np.sqrt(4 * kB * temperature * resistance * bandwidth)


def snr_formula(field):
    w = gamma * field
    return emf_amplitude(field) / noise_voltage(
        coil_resistance(w) + sample_resistance(w))


def sample_fraction(field):
    w = gamma * field
    return sample_resistance(w) / (coil_resistance(w) + sample_resistance(w))


def exponent_formula(field):
    return 7 / 4 - 3 / 4 * sample_fraction(field)


# ---------- direct calculations from definitions ----------
def loop_field(points):
    """Biot-Savart field per ampere at an array of points (N, 3)."""
    phi = 2 * pi * np.arange(256) / 256
    zero = np.zeros_like(phi)
    source = loop_radius * np.stack([zero, np.cos(phi), np.sin(phi)], axis=1)
    element = (loop_radius * 2 * pi / 256
               * np.stack([zero, -np.sin(phi), np.cos(phi)], axis=1))
    sep = points[:, None, :] - source[None, :, :]
    dist = np.linalg.norm(sep, axis=2)
    cross = np.cross(np.broadcast_to(element, sep.shape), sep)
    return mu0 / (4 * pi) * np.sum(cross / dist[:, :, None]**3, axis=1)


def dipole_flux(moment, position):
    """Surface integral of a point-dipole field over the disc of the loop."""
    rad, wr = gauss(100, 0, loop_radius)
    phi = 2 * pi * np.arange(160) / 160
    R, P = np.meshgrid(rad, phi, indexing="ij")
    area = (wr * rad)[:, None] * (2 * pi / 160)
    disc = np.stack([0 * R, R * np.cos(P), R * np.sin(P)], axis=-1)
    sep = disc - position
    dist = np.linalg.norm(sep, axis=-1)
    bx = mu0 / (4 * pi) * (3 * (sep @ moment) * sep[..., 0] / dist**5
                           - moment[0] / dist**3)
    return np.sum(bx * area)


def boltzmann_magnetization(field, I=spin):
    m = np.arange(-I, I + 0.5)
    weight = np.exp(m * hbar * gamma * field / (kB * temperature))
    return density * gamma * hbar * np.sum(m * weight) / np.sum(weight)


def wire_resistance_direct(w):
    """Ohmic loss of the current density J0(kr) in a round wire."""
    k = (1 - 1j) / skin_depth(w)
    r, wr = gauss(400, 0, wire_radius)
    current = jv(0, k * r)
    ring = 2 * pi * r * wr
    per_length = (resistivity * np.sum(abs(current)**2 * ring)
                  / abs(np.sum(current * ring))**2)
    return per_length * 2 * pi * loop_radius


def sphere_resistance_direct(w):
    """Loss of the full internal field of a sphere in a uniform coil field."""
    eps = rel_permittivity * const.epsilon_0
    k = np.sqrt(mu0 * eps * w**2 - 1j * mu0 * conductivity * w)
    r, wr = gauss(60, 0, sample_radius)
    amp = 3 * b1 * sample_radius / (2 * np.sin(k * sample_radius))
    potential = amp * spherical_jn(1, k * r)
    return (conductivity * w**2 * 8 * pi / 3
            * np.sum(abs(potential)**2 * r**2 * wr))


def nonuniform_excess(radius):
    """Relative extra sphere loss in the true field of the loop."""
    r, wr = gauss(30, 0, radius)
    c, wc = gauss(30, -1, 1)
    phi = 2 * pi * np.arange(160) / 160
    R, C = np.meshgrid(r, c, indexing="ij")
    off_axis = R * np.sqrt(1 - C**2)
    dist = np.sqrt(R[..., None]**2 + loop_radius**2
                   - 2 * loop_radius * off_axis[..., None] * np.cos(phi))
    a_phi = (mu0 / (4 * pi) * loop_radius * 2 * pi / 160
             * np.sum(np.cos(phi) / dist, axis=-1))
    true_loss = 2 * pi * np.sum(a_phi**2 * R**2 * wr[:, None] * wc[None, :])
    return true_loss / (2 * pi * b1**2 * radius**5 / 15) - 1


def snr_direct(field, coil=True, sample=True):
    w = gamma * field
    resistance = 0.0
    if coil:
        resistance += wire_resistance_direct(w)
    if sample:
        resistance += sphere_resistance_direct(w)
    emf = w * boltzmann_magnetization(field) * volume * b1
    return emf / noise_voltage(resistance)


def log_slope(function, x, step=0.01):
    up, down = x * (1 + step), x * (1 - step)
    return np.log(function(up) / function(down)) / np.log(up / down)


# ---------- tests ----------
# Reciprocity: flux of a dipole at a general point, then EMF by differencing
spot = np.array([1.5e-3, 1.0e-3, 0.5e-3])
field_at_spot = loop_field(spot[None, :])[0]
trial = np.array([0.3, -0.8, 0.5])
flux_error = abs(dipole_flux(trial, spot) / (trial @ field_at_spot) - 1)
assert flux_error < 1e-8

w_ref = gamma * 10.0


def precessing_flux(angle):
    return dipole_flux(np.array([np.cos(angle), -np.sin(angle), 0.0]), spot)


def emf_at(angle, h=1e-3):
    return -w_ref * (precessing_flux(angle + h)
                     - precessing_flux(angle - h)) / (2 * h)


emf_numeric = np.hypot(emf_at(0.0), emf_at(pi / 2))
emf_reciprocal = w_ref * np.hypot(field_at_spot[0], field_at_spot[1])
assert abs(emf_numeric / emf_reciprocal - 1) < 1e-6

# Mean of the loop field over the spherical sample equals its central value
r, wr = gauss(12, 0, sample_radius)
c, wc = gauss(16, -1, 1)
p = 2 * pi * np.arange(32) / 32
R, C, P = np.meshgrid(r, c, p, indexing="ij")
S = np.sqrt(1 - C**2)
cloud = np.stack([R * C, R * S * np.cos(P), R * S * np.sin(P)],
                 axis=-1).reshape(-1, 3)
weights = (R**2 * wr[:, None, None] * wc[None, :, None] * 2 * pi / 32).ravel()
mean_field = weights @ loop_field(cloud) / volume
assert abs(mean_field[0] / b1 - 1) < 1e-6
assert abs(mean_field[1]) < 1e-6 * b1

# Curie law against Boltzmann sums for two spins
for I in (0.5, 1.5):
    assert abs(boltzmann_magnetization(10.0, I)
               / curie_magnetization(10.0, I) - 1) < 1e-7


# Noise 4kTR of a skin-effect resistor (with its equal internal reactance)
# in an LC resonator must give a capacitor energy kT/2; x = w*sqrt(LC)
def capacitor_spectrum(x, loss=0.02):
    denominator = 1 - x**2 + 1j * x**1.5 * loss * (1 + 1j)
    return loss * np.sqrt(x) / abs(denominator)**2


noise_integral = (
    quad(capacitor_spectrum, 0, 0.8, limit=200)[0]
    + quad(capacitor_spectrum, 0.8, 1.2, points=[0.97, 0.99, 1.01], limit=200)[0]
    + quad(capacitor_spectrum, 1.2, np.inf, limit=200)[0])
equipartition_ratio = noise_integral * 2 / pi
assert abs(equipartition_ratio - 1) < 1e-6

# Coil resistance: thin-skin law, and its absence when the skin is thick
fields = [2.5, 5.0, 10.0, 20.0]
for B in fields:
    w = gamma * B
    # the thin-skin law omits a relative term of order skin depth / wire radius
    assert abs(wire_resistance_direct(w) / coil_resistance(w) - 1) \
        < skin_depth(w) / wire_radius
thick_skin_slope = log_slope(wire_resistance_direct, 2 * pi * 40.0)
thin_skin_slope = log_slope(wire_resistance_direct, w_ref)
assert abs(thick_skin_slope) < 1e-3
assert abs(thin_skin_slope - 0.5) < 5e-3

# Sample resistance: low-frequency limit, finite-size effect, loop field
w_low = gamma * 0.1
assert abs(sphere_resistance_direct(w_low) / sample_resistance(w_low) - 1) < 1e-4
half_size = 0.3 * loop_radius
assert abs(nonuniform_excess(half_size) / (5 / 56 * 0.3**4) - 1) < 0.01
loop_excess = nonuniform_excess(sample_radius)
internal_excess = {B: sphere_resistance_direct(gamma * B)
                   / sample_resistance(gamma * B) - 1 for B in fields}

# Exponents from the direct SNR; tolerances cover finite skin depth and |ks|
slope_coil = log_slope(lambda B: snr_direct(B, sample=False), 10.0)
slope_sample = log_slope(lambda B: snr_direct(B, coil=False), 10.0)
slope_sample_low = log_slope(lambda B: snr_direct(B, coil=False), 1.0)
assert abs(slope_coil - 7 / 4) < 3e-3
assert abs(slope_sample - 1) < 1e-2
assert abs(slope_sample_low - 1) < 5e-4
slopes = {B: log_slope(snr_direct, B) for B in fields}
for B in fields:
    assert abs(slopes[B] - exponent_formula(B)) < 0.03
    assert abs(snr_direct(B) / snr_formula(B) - 1) < 0.02

# Crossover field
crossover = 10.0 * (coil_resistance(w_ref) / sample_resistance(w_ref))**(2 / 3)
crossover_direct = brentq(
    lambda B: wire_resistance_direct(gamma * B)
    - sphere_resistance_direct(gamma * B), 2.0, 30.0)
assert abs(crossover_direct / crossover - 1) < 0.02
slope_crossover = log_slope(snr_direct, crossover_direct)
assert abs(slope_crossover - 11 / 8) < 0.02

# ---------- printed numbers ----------
print("INPUTS (model)")
print(f"gamma/2pi = {gamma / (2 * pi) / 1e6:.0f} MHz/T, spin = {spin}")
print(f"spin density = {density:.1e} m^-3, T = {temperature:.0f} K")
print(f"loop radius = {loop_radius * 1e3:.1f} mm, "
      f"wire radius = {wire_radius * 1e3:.1f} mm")
print(f"wire resistivity = {resistivity:.1e} ohm m")
print(f"sample radius = {sample_radius * 1e3:.1f} mm, "
      f"conductivity = {conductivity:.1f} S/m")
print(f"relative permittivity = {rel_permittivity:.0f}, "
      f"bandwidth = {bandwidth / 1e3:.0f} kHz")
print("AT 10 T")
print(f"frequency = {w_ref / (2 * pi) / 1e6:.0f} MHz, "
      f"omega = {w_ref:.4e} rad/s")
print(f"hbar*omega/kT = {hbar * w_ref / (kB * temperature):.3e}")
print(f"sample volume = {volume * 1e9:.2f} mm^3")
print(f"coil field per current = {b1 * 1e6:.2f} uT/A")
print(f"magnetization = {curie_magnetization(10.0):.4e} A/m")
print(f"skin depth in wire = {skin_depth(w_ref) * 1e6:.3f} um")
print(f"loop circumference / free wavelength = "
      f"{loop_radius * w_ref / const.c:.4f}")
total_ref = coil_resistance(w_ref) + sample_resistance(w_ref)
print(f"noise, coil only = "
      f"{noise_voltage(coil_resistance(w_ref)) * 1e9:.3f} nV")
print(f"noise, sample only = "
      f"{noise_voltage(sample_resistance(w_ref)) * 1e9:.3f} nV")
print(f"noise, total = {noise_voltage(total_ref) * 1e9:.3f} nV")
print("FORMULAS: B0/T, EMF/uV, Rc/mohm, Rs/mohm")
for B in fields:
    w = gamma * B
    print(f"{B:5.1f} {emf_amplitude(B) * 1e6:9.5f} "
          f"{coil_resistance(w) * 1e3:8.3f} {sample_resistance(w) * 1e3:8.3f}")
print("B0/T, SNR formula, SNR direct, Rs/(Rc+Rs)")
for B in fields:
    print(f"{B:5.1f} {snr_formula(B):8.2f} {snr_direct(B):8.2f} "
          f"{sample_fraction(B):7.4f}")
print("B0/T, exponent formula, exponent direct")
for B in fields:
    print(f"{B:5.1f} {exponent_formula(B):7.4f} {slopes[B]:7.4f}")
print("LIMITS AND CROSSOVER")
print(f"direct exponent at 10 T, coil noise only = {slope_coil:.4f}")
print(f"direct exponent at 10 T, sample noise only = {slope_sample:.4f}")
print(f"direct exponent at 1 T, sample noise only = {slope_sample_low:.4f}")
gain_coil = snr_direct(10.0, sample=False) / snr_direct(5.0, sample=False)
gain_sample = snr_direct(10.0, coil=False) / snr_direct(5.0, coil=False)
gain_total = snr_direct(10.0) / snr_direct(5.0)
print(f"direct gain 5 to 10 T: coil {gain_coil:.3f}, "
      f"sample {gain_sample:.3f}, both {gain_total:.3f}")
print(f"ideal gains: 2^(7/4) = {2**1.75:.3f}, 2^1 = {2**1.0:.3f}")
print(f"crossover: formula {crossover:.3f} T, direct {crossover_direct:.3f} T")
print(f"direct exponent at crossover = {slope_crossover:.4f}")
print("CHECKS AND CORRECTIONS")
print(f"relative error of reciprocity flux = {flux_error:.1e}")
print(f"capacitor noise energy / (kT/2) = {equipartition_ratio:.7f}")
print(f"exponent of wire R: 40 Hz {thick_skin_slope:.5f}, "
      f"400 MHz {thin_skin_slope:.4f}")
print(f"Rs excess from loop non-uniformity = {100 * loop_excess:.2f} %")
print(f"Rs excess from internal field: 10 T "
      f"{100 * internal_excess[10.0]:.2f} %, "
      f"20 T {100 * internal_excess[20.0]:.2f} %")
print("checks complete")
```

Output:

```
INPUTS (model)
gamma/2pi = 40 MHz/T, spin = 0.5
spin density = 6.0e+25 m^-3, T = 300 K
loop radius = 5.0 mm, wire radius = 0.5 mm
wire resistivity = 2.0e-08 ohm m
sample radius = 3.0 mm, conductivity = 5.0 S/m
relative permittivity = 50, bandwidth = 10 kHz
AT 10 T
frequency = 400 MHz, omega = 2.5133e+09 rad/s
hbar*omega/kT = 6.399e-05
sample volume = 113.10 mm^3
coil field per current = 125.66 uT/A
magnetization = 2.5440e-05 A/m
skin depth in wire = 3.559 um
loop circumference / free wavelength = 0.0419
noise, coil only = 3.051 nV
noise, sample only = 2.900 nV
noise, total = 4.210 nV
FORMULAS: B0/T, EMF/uV, Rc/mohm, Rs/mohm
  2.5   0.05679   28.099    3.173
  5.0   0.22718   39.738   12.691
 10.0   0.90870   56.199   50.765
 20.0   3.63480   79.477  203.060
B0/T, SNR formula, SNR direct, Rs/(Rc+Rs)
  2.5    24.95    24.87  0.1015
  5.0    77.08    76.92  0.2421
 10.0   215.86   215.36  0.4746
 20.0   531.26   526.60  0.7187
B0/T, exponent formula, exponent direct
  2.5  1.6739  1.6759
  5.0  1.5685  1.5696
 10.0  1.3940  1.3913
 20.0  1.2110  1.1909
LIMITS AND CROSSOVER
direct exponent at 10 T, coil noise only = 1.7509
direct exponent at 10 T, sample noise only = 0.9942
direct exponent at 1 T, sample noise only = 0.9999
direct gain 5 to 10 T: coil 3.366, sample 1.996, both 2.800
ideal gains: 2^(7/4) = 3.364, 2^1 = 2.000
crossover: formula 10.701 T, direct 10.678 T
direct exponent at crossover = 1.3721
CHECKS AND CORRECTIONS
relative error of reciprocity flux = 6.7e-16
capacitor noise energy / (kT/2) = 1.0000000
exponent of wire R: 40 Hz 0.00000, 400 MHz 0.4982
Rs excess from loop non-uniformity = 1.20 %
Rs excess from internal field: 10 T 0.59 %, 20 T 2.38 %
checks complete
```
